# How a doped surface layer shifts the capacitance-voltage built-in potential

**Question**

I am trying to understand how a Schottky barrier is obtained from capacitance data when the doping is not uniform up to the metal. My semiconductor is n-type with donor density $N$, except for a thin layer of thickness $a$ next to the metal, where the density is $N_1>N$.

I plot $1/C^2$ against reverse bias and extrapolate to zero to find the built-in potential. At every bias I use, the depletion edge lies well beyond the layer. The capacitance then responds to charge at the edge, where the doping is $N$, and the plot is straight with the slope expected for $N$. That seems to say that the layer has dropped out of the measurement, so the intercept should be right as well. But the layer's donors do bend the bands, and I cannot see where that bending has gone.

Is the extrapolated built-in potential wrong? If so, by how much and in which direction? And does the usual $kT/q$ correction to the intercept survive? For definite numbers, take relative permittivity 12, $N=10^{16}\ \mathrm{cm^{-3}}$, $N_1=2\times10^{17}\ \mathrm{cm^{-3}}$, $a=30$ nm, a barrier of 0.75 eV and 300 K.

**Answer**

Your argument about the slope is right. It does not carry over to the intercept, because the slope depends on how the band bending changes with bias, while the intercept depends on its total amount. The layer contributes a constant to that total.

**Conventions**

Put the metal at $x=0$ and the semiconductor at $x>0$. Let $\phi(x)$ be the upward band bending in volts, measured from the uniform bulk, where $\phi=0$. Its value at the metal is

$$\psi=\phi(0)=V_{bi}+V_R ,$$

with $V_R$ positive in reverse bias. Thus $V_{bi}$ is the zero-bias bending between the bulk of density $N$ and the metal. $C$ is the capacitance per unit area, $\varepsilon$ the permittivity, $V_T=kT/q$, and $\Delta N=N_1-N$.

I assume a one-dimensional contact with fixed, fully ionized donors, no interface charge or traps, and negligible holes. "Deep depletion" here means that the depletion edge is well beyond the layer.

**The depletion approximation**

First neglect electrons between the metal and a sharp edge at $w>a$. The electrostatic potential is $-\phi$, so Poisson's equation reads

$$\phi''=\frac{q}{\varepsilon}N_D(x),\qquad \phi(w)=\phi'(w)=0 .$$

Integrating once, from $x$ to the edge, gives

$$-\phi'(x)=\frac{q}{\varepsilon}\int_x^w N_D(x')\,dx' .$$

Integrating again from the metal to the edge,

$$\psi=-\int_0^w\phi'(x)\,dx=\frac{q}{\varepsilon}\int_0^w dx\int_x^w N_D(x')\,dx' .$$

Now exchange the order of integration. A donor at depth $x'$ is counted for every $x$ between 0 and $x'$, which supplies a factor $x'$:

$$\psi=\frac{q}{\varepsilon}\int_0^w x\,N_D(x)\,dx .$$

A donor therefore contributes to the bending in proportion to its depth. Write the doping as $N$ everywhere plus $\Delta N$ for $0<x<a$:

$$\psi=\frac{qN}{2\varepsilon}w^2+\delta,\qquad \boxed{\delta=\frac{q(N_1-N)a^2}{2\varepsilon}} .$$

The bending you were looking for is $\delta$. It does not contain $w$, so it stays fixed while the bias changes.

For the capacitance, the depleted charge per area is $Q=q(Nw+\Delta N\,a)$. Moving the edge changes charge and bending by

$$dQ=qN\,dw,\qquad d\psi=\frac{qN}{\varepsilon}w\,dw ,$$

so that $C=dQ/d\psi=\varepsilon/w$, as for uniform doping. Solving the expression for $\psi$ for $w^2$ and dividing by $\varepsilon^2$,

$$\frac1{C^2}=\frac{w^2}{\varepsilon^2}=\frac{2}{q\varepsilon N}\,(V_{bi}+V_R-\delta).$$

The slope contains $N$ alone. The line is displaced along the voltage axis by $\delta$.

**Does the thermal correction survive?**

The edge is not sharp: electrons spill into the depletion region over roughly a Debye length, $L_D=\sqrt{\varepsilon V_T/(qN)}$. For uniform doping this lowers the intercept by $V_T$. To see what happens with the layer, keep the electrons, with density $Ne^{-\phi/V_T}$ (Boltzmann statistics and a flat electron quasi-Fermi level). For $x>a$,

$$\phi''=\frac{qN}{\varepsilon}\left(1-e^{-\phi/V_T}\right).$$

Multiply by $\phi'$, which makes the left side the derivative of $\phi'^2/2$, and integrate from the bulk, where $\phi$ and $\phi'$ vanish. With $F=-\phi'$,

$$\frac{F^2}{2}=\frac{qN}{\varepsilon}\left[\phi-V_T\left(1-e^{-\phi/V_T}\right)\right].$$

Let $\phi_a$ and $F_a$ be the values at $x=a$. In deep depletion $\phi_a\gg V_T$, and the exponential can be dropped:

$$F_a^2=\frac{2qN}{\varepsilon}(\phi_a-V_T). \tag{1}$$

Inside the layer $\phi$ is larger still, so electrons are negligible there too and $\phi''=qN_1/\varepsilon$. Integrating from $a$ to the metal gives the surface field and the total bending:

$$F(0)=F_a+\frac{qN_1a}{\varepsilon},\qquad \psi=\phi_a+aF_a+\frac{qN_1a^2}{2\varepsilon}. \tag{2}$$

By Gauss's law the semiconductor charge per area is $Q=\varepsilon F(0)$, hence $dQ=\varepsilon\,dF_a$. Differentiating (1) gives $d\phi_a/dF_a=\varepsilon F_a/(qN)$. Therefore

$$\frac{\varepsilon}{C}=\frac{d\psi}{dF_a}=a+\frac{\varepsilon F_a}{qN}.$$

Square this, and use (1) for the term in $F_a^2$:

$$\left(\frac{\varepsilon}{C}\right)^2=a^2+\frac{2\varepsilon aF_a}{qN}+\frac{2\varepsilon}{qN}(\phi_a-V_T)
=\frac{2\varepsilon}{qN}\left[\frac{qNa^2}{2\varepsilon}+aF_a+\phi_a-V_T\right].$$

From (2), $\phi_a+aF_a=\psi-qN_1a^2/(2\varepsilon)$. The two terms in $a^2$ combine into $-\delta$, leaving

$$\frac1{C^2}=\frac{2}{q\varepsilon N}\,(V_{bi}+V_R-V_T-\delta).$$

The line reaches zero at $V_R=-V_0$, with $V_0=V_{bi}-V_T-\delta$. Adding the usual correction gives the estimate $V_{est}=V_0+V_T$, whose error is

$$\boxed{V_{est}-V_{bi}=-\frac{q(N_1-N)a^2}{2\varepsilon}} .$$

So the thermal correction survives unchanged, up to terms that are exponentially small in $\phi_a/V_T$, and the built-in potential comes out too low.

**What the shift means**

The excess donors form a sheet of charge $q\,\Delta N\,a$ per area at mean depth $a/2$. Field lines from this charge end on an equal and opposite charge in the metal. The pair is a dipole layer, with potential drop

$$\frac{q\,\Delta N\,a}{\varepsilon}\times\frac a2=\delta .$$

The capacitance measurement sees the parabolic part of the barrier, which belongs to the doping $N$. Extrapolating it to the metal misses the extra rise across the dipole.

It also follows that the reverse-bias line cannot reveal the layer. It contains $V_{bi}$ and $\delta$ in the combination $V_{bi}-\delta$ alone. A uniformly doped contact with a built-in potential smaller by $\delta$ would give the same line, so the correction needs separate knowledge of the surface doping.

**Your numbers**

I use a rough conduction-band density of states of $N_c=3\times10^{19}\ \mathrm{cm^{-3}}$. With $V_T=0.02585$ V, the bulk band edge lies $V_T\ln(N_c/N)=0.207$ V above the Fermi level, in voltage units. The true built-in potential is then $0.750-0.207=0.543$ V.

The excess dose is $1.9\times10^{17}\times30\times10^{-7}=5.70\times10^{11}\ \mathrm{cm^{-2}}$, a charge of $9.13\times10^{-8}\ \mathrm{C/cm^2}$. With $\varepsilon=1.0625\times10^{-12}$ F/cm and a mean depth of 15 nm,

$$\delta=\frac{9.13\times10^{-8}\times1.5\times10^{-6}}{1.0625\times10^{-12}}\ \mathrm V=0.129\ \mathrm V .$$

For comparison, I solved the nonlinear Poisson equation numerically, with electrons present everywhere. The integration starts deep in the bulk on the decaying solution and runs to the metal. Shifting the starting point slightly gives neighbouring values of $\varepsilon F(0)$ and $\psi$, and the ratio of their differences is $C$.

| $V_R$ (V) | $C$ (nF/cm²) | $1/C^2$ ($10^{-3}$ cm⁴/nF²) |
|---:|---:|---:|
| 0 | 46.82 | 0.4561 |
| 1 | 24.76 | 1.6310 |
| 2 | 18.88 | 2.8059 |
| 3 | 15.85 | 3.9807 |
| 4 | 13.93 | 5.1556 |

Between 1 and 4 V the slope is $(5.1556-1.6310)\times10^{-3}/3=1.1749\times10^{-3}\ \mathrm{cm^4/(nF^2\,V)}$. Hence

$$V_0=\frac{1.6310}{1.1749}\ \mathrm V-1\ \mathrm V=0.388\ \mathrm V .$$

A straight-line fit to the four reverse-bias points gives the same value, and its slope gives $N=1.000\times10^{16}\ \mathrm{cm^{-3}}$. Adding $V_T$ yields $V_{est}=0.414$ V instead of 0.543 V. The error is $-0.129$ V, or $-24\%$ of the true built-in potential. The barrier deduced from it is $0.414+0.207=0.621$ eV instead of 0.750 eV.

The error grows as $a^2$ at fixed densities. The same numerical procedure gives $-0.014$, $-0.057$, $-0.129$ and $-0.229$ V for layers of 10, 20, 30 and 40 nm, in agreement with the formula to the digits shown. With no layer the error vanishes to numerical precision. At 400 K, with the barrier and the doping held fixed, it is again $-0.129$ V: $V_{bi}$ and $V_T$ change with temperature, but the dipole does not.

**If the layer is not a step**

The double integral did not require a step. For any excess profile $\Delta N(x)$ confined well inside the depletion region,

$$\delta=\frac{q}{\varepsilon}\int_0^\infty x\,\Delta N(x)\,dx .$$

The first moment matters, not the dose. For $\Delta N(x)=\Delta N_0e^{-x/\lambda}$ the integral is $\Delta N_0\lambda^2$. With $\Delta N_0=1.9\times10^{17}\ \mathrm{cm^{-3}}$ and $\lambda=a/\sqrt2=21.2$ nm, this equals the moment $\Delta N\,a^2/2$ of your step. The dose $\Delta N_0\lambda$ is smaller, $4.0\times10^{11}\ \mathrm{cm^{-2}}$, but the numerical solution again gives an error of $-0.129$ V. The smaller dose is offset by its greater mean depth.

**When the formula fails**

Setting $\varepsilon/C=a$ in the final line gives the nominal bias at which the edge passes the layer:

$$V_R=V_T+\frac{qN_1a^2}{2\varepsilon}-V_{bi}.$$

Here $qN_1a^2/(2\varepsilon)=(20/19)\,\delta=0.136$ V, so the passage is at $-0.38$ V, in forward bias. Your layer is already depleted at zero bias, and reverse data show no kink.

The neglected exponential requires a margin beyond this point. At zero bias $\varepsilon/C=227$ nm, which is 197 nm beyond the layer, or 4.8 Debye lengths with $L_D=41.4$ nm. Equation (1) then gives $\phi_a/V_T=1+4.8^2/2\approx12$, so the exponential is indeed tiny, and the computed $1/C^2$ departs from the line by 0.0003%. At $-0.36$ V, close to the nominal passage, it lies 79% above the line. The line itself is near zero there, which enlarges the relative figure, but that region clearly cannot be used.

A thick layer gives a more striking result. For $a=100$ nm, with the other parameters unchanged, the nominal bias at which the edge passes the layer is near $+1.0$ V. In this model, which leaves out avalanche multiplication, a fit from 2 to 5 V gives an error of $-1.43$ V and an apparent built-in potential of $-0.89$ V. The surface field over that range is 0.34 to 0.40 MV/cm, and with the rough ionization rate quoted below the ionization integral is 0.05 to 0.10. A real silicon contact would therefore show noticeable multiplication at these biases, and the case is best read as an illustration of the formula. A negative value does not mean that the total bending from the bulk to the metal is downward. It means that $\delta$ exceeds $V_{bi}$.

In the opposite limit the edge stays inside a thick layer, with a neutral part many layer Debye lengths wide behind it. The derivation for uniform doping then applies with $N_1$ in place of $N$. The bending is now measured from the layer's own neutral region, whose band edge lies $V_T\ln(N_c/N_1)$ above the Fermi level. The corrected intercept is therefore

$$V_{est}=\frac{\Phi_B}{q}-V_T\ln\frac{N_c}{N_1}=V_{bi}+V_T\ln\frac{N_1}{N},$$

where $\Phi_B$ is the barrier energy. Adding back the offset for $N_1$ recovers the correct barrier. The dipole error arises when the depletion region contains, at every bias in the fit, the same excess of donors over the bulk density, with a first moment that is not zero.

**How this compares with a real contact**

Your parameters are roughly those of a metal or silicide contact on moderately doped n-type silicon. The correction requires the surface profile to be known, and it is sensitive to the layer's thickness. If the layer is 40 nm thick instead of 30 nm at the same density, the error changes from $-0.129$ to $-0.229$ V. Traps and interface charge could also move the intercept; the model leaves them out, and I have not estimated them.

Several other omissions can be sized, with rough silicon-like inputs:

- **Random donor placement.** A square whose side is the zero-bias depletion width holds about 294 excess donors. Counting fluctuations of $1/\sqrt{294}$ alone would give a local spread in $\delta$ of about 7.5 mV. Because $\delta$ depends on the first moment, the random depths matter too: for donors placed independently and uniformly in the layer, they raise the spread by the factor $\sqrt{\langle x^2\rangle}/\langle x\rangle=2/\sqrt3$, to about 9 mV. This is a variation from patch to patch; since $\delta$ is linear in the donor charge, its average is not shifted. The estimate covers the excess donors alone. The bulk donors in the same square are fewer but lie deeper: at fixed depletion width, the same counting gives them a spread in the band bending of about 41 mV.
- **Bulk Fermi level and holes.** Incomplete ionization, for a donor depth of 45 meV, shifts the bulk Fermi level by about 0.1 meV, and degeneracy by much less. For a gap of 1.12 eV and a rough valence-band density of states of $2\times10^{19}\ \mathrm{cm^{-3}}$, the hole density at the metal is about $6\times10^{-5}$ of $N_1$.
- **Breakdown.** At 4 V the surface field is 0.20 MV/cm. With a rough ionization rate of $7\times10^5\exp(-1.2\times10^6/F)$ per cm, $F$ in V/cm, the integral over the depletion region is about 0.002. In this one-dimensional model avalanche multiplication is negligible at these biases; field crowding at the rim of a real contact is not included.

Take care when comparing this barrier with one obtained from current. The layer raises the zero-bias surface field to 0.12 MV/cm. The image-force lowering $\sqrt{qF/(4\pi\varepsilon)}$ is then 38 mV, against 22 mV without the layer. Within this model the current would meet a barrier of about $0.750-0.038=0.712$ eV, before tunnelling, while the capacitance line, corrected for $kT/q$ but not for the layer, suggests 0.621 eV. Without the layer the order is reversed: 0.750 eV from capacitance and about 0.728 eV for the current.

Tunnelling lowers the effective barrier further, by an amount I have not computed.

To correct your own data, add $q\,\Delta N\,a^2/(2\varepsilon)$ to the thermally corrected intercept, or $(q/\varepsilon)\int x\,\Delta N\,dx$ for a measured profile. This holds if the whole excess is depleted at every bias in the fit, with a margin of several bulk Debye lengths. For your layer, a point lies off the line by about 5 mV along the voltage axis at a margin of two Debye lengths, 0.6 mV at three and 0.02 mV at four. Since $\delta\propto a^2$, a 10% uncertainty in thickness becomes about 20% in the correction, or 26 mV for your layer.
